# A symmetric self-energy estimator that keeps the causal sign under broadening: verification in Python

```python
# Result under test: for one correlated orbital d with q = [d, H_int],
#   Sigma = Sigma_HF + I - F_L F_R / G,   Sigma_HF = <{q, d^+}>,
# where G=<<d;d^+>>, F_L=<<q;d^+>>, F_R=<<d;q^+>>, I=<<q;q^+>> (retarded).
# If all correlators share one non-negative broadening kernel, the imaginary
# part of this form is never positive; the one-sided form F/G can be positive.
# Model: Anderson impurity with three bath levels. Energies in eV from the
# chemical potential; correlators: G in 1/eV, F dimensionless, I in eV.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import wofz

k_B = constants.k / constants.e          # eV/K
U, eps_d = 2.0, -0.8
bath = np.array([-0.8, 0.1, 1.0])
hyb = np.array([0.4, 0.4, 0.4])
temperature = 300.0

# Fermion operators in the complete Fock space; mode = 2*site + spin
n_modes = 2 * (1 + len(bath))
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    op = np.eye(1)
    for j in range(n_modes):
        factor = parity if j < mode else (lower if j == mode else np.eye(2))
        op = np.kron(op, factor)
    return op


c = [annihilator(j) for j in range(n_modes)]
number = [x.T @ x for x in c]
H_int = U * number[0] @ number[1]
H = H_int.copy()
for spin in (0, 1):
    H += eps_d * number[spin]
    for k in range(len(bath)):
        b_op = c[2 * (k + 1) + spin]
        H += bath[k] * b_op.T @ b_op
        H += hyb[k] * (c[spin].T @ b_op + b_op.T @ c[spin])
d = c[0]
q = d @ H_int - H_int @ d
assert np.allclose(q, U * number[1] @ d, atol=1e-12)
levels, vectors = np.linalg.eigh(H)
d_eig = vectors.T @ d @ vectors
q_eig = vectors.T @ q @ vectors


def thermal_data(T):
    """Pole energies, amplitudes of d and q, Hartree term, occupations."""
    p = np.exp(-(levels - levels[0]) / (k_B * T))
    p /= p.sum()
    root = np.sqrt(p[:, None] + p[None, :])
    a, b = root * d_eig, root * q_eig
    gaps = levels[None, :] - levels[:, None]
    keep = a**2 + (b / U)**2 > 1e-20
    rho = (vectors * p) @ vectors.T
    hartree = np.trace(rho @ (q @ d.T + d.T @ q))
    n_down = np.trace(rho @ number[1])
    n_total = np.trace(rho @ sum(number))
    return gaps[keep], a[keep], b[keep], hartree, n_down, n_total


def lorentz(x, eta):
    return 1.0 / (x + 1j * eta)


def gauss(x, s):
    """Retarded Hilbert transform of a normalized Gaussian of std s."""
    return -1j * np.sqrt(np.pi / 2) / s * wofz(x / (np.sqrt(2) * s))


def density(x, s):
    return np.exp(-x**2 / (2 * s**2)) / (np.sqrt(2 * np.pi) * s)


def correlators(E, poles, a, b, kernel, width):
    """G, F, I; real amplitudes, so F_L = F_R = F."""
    weights = np.column_stack([a * a, a * b, b * b])
    out = np.empty((len(E), 3), complex)
    for i in range(0, len(E), 100):
        x = E[i:i + 100, None] - poles[None, :]
        out[i:i + 100] = kernel(x, width) @ weights
    return out.T


# Equations of motion and final formula against the Dyson equation
eom_error = 0.0
dyson_error = 0.0
for T in (temperature, 10000.0):
    poles, a, b, hartree, n_down, n_total = thermal_data(T)
    assert abs(hartree - U * n_down) < 1e-10
    E_test = np.array([-2.3, -0.6, 0.05, 0.7, 1.9])
    eta_test = 0.17
    G, F, I = correlators(E_test, poles, a, b, lorentz, eta_test)
    z = E_test + 1j * eta_test
    G0_inv = z - eps_d - (hyb**2 / (z[:, None] - bath)).sum(axis=1)
    first = np.max(abs(G0_inv * G - 1 - F))
    second = np.max(abs(F * G0_inv - hartree - I))
    sigma_dyson = G0_inv - 1 / G
    sym = np.max(abs(hartree + I - F * F / G - sigma_dyson))
    one = np.max(abs(F / G - sigma_dyson))
    assert first < 1e-7 and second < 1e-7 and sym < 1e-7 and one < 1e-7
    eom_error = max(eom_error, first, second)
    dyson_error = max(dyson_error, sym, one)

# Gaussian Hilbert transform against principal-value quadrature
x0, s0 = 0.07, 0.1
pv = -quad(lambda t: density(t, s0), -1.2, 1.2, weight='cauchy', wvar=x0,
           epsabs=1e-10, limit=200)[0]
assert abs(gauss(x0, s0) - (pv - 1j * np.pi * density(x0, s0))) < 1e-7

# Projection identity for complex amplitudes, where F_L and F_R differ
rng = np.random.default_rng(7)
ra = rng.normal(size=12) + 1j * rng.normal(size=12)
rb = rng.normal(size=12) + 1j * rng.normal(size=12)
rp = rng.uniform(-1, 1, 12)
left_right_difference = 0.0
for energy in np.linspace(-1.2, 1.2, 25):
    kern = gauss(energy - rp, 0.2)
    g = np.sum(kern * abs(ra)**2)
    fl = np.sum(kern * rb * ra.conj())
    fr = np.sum(kern * ra * rb.conj())
    schur = np.sum(kern * abs(rb)**2) - fl * fr / g
    squares = np.pi * np.sum(density(energy - rp, 0.2)
                             * abs(rb.conj() - ra.conj() * fr / g)**2)
    assert abs(-schur.imag - squares) < 1e-9 * (1 + abs(schur))
    left_right_difference = max(left_right_difference, abs(fl - fr))
assert left_right_difference > 0.1

# Gaussian broadening of the impurity data
poles, a, b, hartree, n_down, n_total = thermal_data(temperature)
E = np.linspace(-4, 4, 1601)
widths = [0.05, 0.10, 0.20, 0.30]
data, rows = {}, []
for s in widths:
    G, F, I = correlators(E, poles, a, b, gauss, s)
    one_sided = F / G
    symmetric = hartree + I - F * F / G
    scale = abs(I) + abs(F * F / G) + 1
    assert np.all(symmetric.imag <= 1e-9 * scale)
    for i in range(0, len(E), 20):
        squares = np.pi * np.sum(density(E[i] - poles, s)
                                 * abs(b - one_sided[i] * a)**2)
        assert abs(-symmetric[i].imag - squares) < 1e-8 * scale[i]
    data[s] = (G, F, I, one_sided, symmetric)
    top = int(np.argmax(one_sided.imag))
    share = np.mean(one_sided.imag > 1e-6)
    rows.append((s, one_sided[top].imag, E[top], share,
                 symmetric[top].imag, top))
worst = max(rows, key=lambda r: r[1])
assert worst[1] > 1e-3                   # a real overshoot, not rounding

# Lorentzian control: same amplitudes, both forms agree and keep the sign
eta = 0.10
GL, FL, IL = correlators(E, poles, a, b, lorentz, eta)
lor_one = FL / GL
lor_sym = hartree + IL - FL * FL / GL
lor_diff = np.max(abs(lor_one - lor_sym))
assert lor_diff < 1e-7
assert lor_one.imag.max() < 0 and lor_sym.imag.max() < 0

# Inconsistent data: I broadened less than G and F; the guarantee is lost
G2, F2 = data[0.20][:2]
mixed = hartree + data[0.10][2] - F2 * F2 / G2
i_mix = int(np.argmax(mixed.imag))
assert mixed[i_mix].imag > 1e-3

print(f"Interaction U = {U:.2f} eV; impurity level = {eps_d:.2f} eV")
print("Bath levels (eV):", " ".join(f"{x:.2f}" for x in bath))
print("Hybridizations (eV):", " ".join(f"{x:.2f}" for x in hyb))
print(f"Temperature = {temperature:.0f} K; kT = {k_B*temperature:.5f} eV")
print(f"Fock-space dimension = {len(levels)}; poles kept = {len(poles)}")
print(f"Mean electron number = {n_total:.5f}")
print(f"Mean n_down = {n_down:.6f}; Sigma_HF = {hartree:.6f} eV")
print(f"Largest equation-of-motion residual = {eom_error:.1e} (1 or eV)")
print(f"Largest deviation from Dyson Sigma = {dyson_error:.1e} eV")
print(f"Energy grid: {E[0]:.1f} to {E[-1]:.1f} eV, step {E[1]-E[0]:.3f} eV")
print("Gaussian scan at the largest Im(F/G) for each width:")
for s, over, energy, share, sym_im, top in rows:
    print(f" std {s:.2f} eV: E = {energy:.3f} eV,"
          f" Im one-sided = {over:.5f} eV,")
    print(f"   Im symmetric = {sym_im:.5f} eV,"
          f" grid share with overshoot = {100*share:.2f} %")
s, over, energy, share, sym_im, top = worst
G, F, I, one_sided, symmetric = data[s]
print(f"Worst case: std = {s:.2f} eV, E = {energy:.3f} eV")
print(f" G = {G[top]:.6f} 1/eV")
print(f" F = {F[top]:.6f} (dimensionless)")
print(f" I = {I[top]:.6f} eV")
print(f" F*F/G = {F[top]**2/G[top]:.6f} eV")
print(f" one-sided Sigma = {one_sided[top]:.6f} eV")
print(f" symmetric Sigma = {symmetric[top]:.6f} eV")
print(f" Im one-sided = {over*constants.e:.4e} J")
print(f" Im symmetric = {sym_im*constants.e:.4e} J")
print(f"Lorentzian control, half-width = {eta:.2f} eV:")
print(f" Sigma at the worst-case energy = {lor_sym[top]:.6f} eV")
print(f" largest difference of the two forms = {lor_diff:.1e} eV")
print(f" largest Im Sigma on the grid = {lor_sym.imag.max():.6f} eV")
print("Inconsistent widths: G and F 0.20 eV, I 0.10 eV:")
print(f" largest Im symmetric = {mixed[i_mix].imag:.5f} eV"
      f" at E = {E[i_mix]:.3f} eV")
print("success")
```

Printed output:

```
Interaction U = 2.00 eV; impurity level = -0.80 eV
Bath levels (eV): -0.80 0.10 1.00
Hybridizations (eV): 0.40 0.40 0.40
Temperature = 300 K; kT = 0.02585 eV
Fock-space dimension = 256; poles kept = 1132
Mean electron number = 3.99783
Mean n_down = 0.482353; Sigma_HF = 0.964706 eV
Largest equation-of-motion residual = 7.3e-15 (1 or eV)
Largest deviation from Dyson Sigma = 1.4e-14 eV
Energy grid: -4.0 to 4.0 eV, step 0.005 eV
Gaussian scan at the largest Im(F/G) for each width:
 std 0.05 eV: E = -0.785 eV, Im one-sided = 0.88279 eV,
   Im symmetric = -0.55498 eV, grid share with overshoot = 4.93 %
 std 0.10 eV: E = 0.105 eV, Im one-sided = 0.46235 eV,
   Im symmetric = -0.02535 eV, grid share with overshoot = 5.50 %
 std 0.20 eV: E = 0.100 eV, Im one-sided = 0.01681 eV,
   Im symmetric = -0.02423 eV, grid share with overshoot = 1.75 %
 std 0.30 eV: E = -4.000 eV, Im one-sided = -0.00791 eV,
   Im symmetric = -0.00702 eV, grid share with overshoot = 0.00 %
Worst case: std = 0.05 eV, E = -0.785 eV
 G = -0.042916-0.002829j 1/eV
 F = -0.443200-0.067265j (dimensionless)
 I = -0.101822-1.644817j eV
 F*F/G = -4.543462-1.089837j eV
 one-sided Sigma = 10.385467+0.882793j eV
 symmetric Sigma = 5.406346-0.554980j eV
 Im one-sided = 1.4144e-19 J
 Im symmetric = -8.8918e-20 J
Lorentzian control, half-width = 0.10 eV:
 Sigma at the worst-case energy = 1.394553-1.143498j eV
 largest difference of the two forms = 1.9e-14 eV
 largest Im Sigma on the grid = -0.016512 eV
Inconsistent widths: G and F 0.20 eV, I 0.10 eV:
 largest Im symmetric = 0.88094 eV at E = 0.085 eV
success
```
